# Square-root growth of conductivity in free mass-disordered harmonic chains

## Definitions and conventions

A chain has $N$ masses $m_l$ with spacing $a$, joined by equal springs $k$. The masses are drawn independently from a bounded distribution with mean $m$ and standard deviation $\sigma$. Displacements $u_l$ are along the chain and there is no on-site force. The end masses touch heat baths and are otherwise free:

$$m_1\ddot u_1=k(u_2-u_1)-\gamma\dot u_1+\eta_1,\qquad \langle\eta_1(t)\eta_1(t')\rangle=2\gamma k_BT_1\,\delta(t-t'),$$

with the mirror-image equation at site $N$ and temperature $T_N$. The motion is classical. With $\Delta T=T_1-T_N$, $L=Na$, cross-section $A$ per chain and disorder-averaged steady current $J$, define

$$\kappa_N=\frac{JL}{A\,\Delta T}.$$

Fourier's law requires $\kappa_N$ to approach a finite constant as $N$ grows. The inference examined here is that random masses, because they scatter waves, must produce such a constant.

## The current as a transmission integral

For time dependence $e^{-i\omega t}$ the equations read $D\,u=\eta$. The off-diagonal elements of $D$ are $-k$. Its diagonal elements are $D_l=2k-m_l\omega^2$ inside and $D_l=k-m_l\omega^2-i\omega\gamma$ at the ends. Let $G=D^{-1}$.

The noise at site 1 moves site $N$, where friction dissipates the power

$$\gamma\langle\dot u_N^2\rangle_{\eta_1}=\gamma\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\omega^2|G_{N1}|^2\,2\gamma k_BT_1 .$$

The noise at $N$ sends the same expression, with $T_N$, the other way, because $G$ is symmetric. The noises are uncorrelated, so the powers subtract. Folding the even integrand onto positive frequencies gives

$$J=\frac{k_B\Delta T}{2\pi}\int_0^\infty\mathcal T(\omega)\,d\omega,\qquad \mathcal T=4\gamma^2\omega^2|G_{1N}|^2. \tag{1}$$

To find $G_{1N}$, eliminate sites from the left: $g_1=1/D_1$ and $g_l=1/(D_l-k^2g_{l-1})$. For a unit force at site $N$ one has $u_N=g_N$ and $u_{l-1}=kg_{l-1}u_l$, hence $G_{1N}=k^{N-1}g_1g_2\cdots g_N$.

The friction $\gamma=\sqrt{mk}$ is special. A semi-infinite uniform chain attached to an end would contribute $k(1-e^{iq})\simeq-ikq$ to $D$, where $q\simeq\omega\sqrt{m/k}$ is the phase per site. This equals $-i\omega\sqrt{mk}$, so at low frequency a matched bath absorbs waves without reflection.

## The counter-example

Consider an idealized straight polymer backbone in which each unit is CH$_2$ or CF$_2$ with equal probability, independently of its neighbours. Their mass numbers, 14 and 50, give $m=32$ u and $\sigma/m=18/32=0.5625$. Rough values for the rest are $k=300$ N/m, $a=0.13$ nm and $A=0.20$ nm$^2$. Then $\sqrt{k/m}=7.514\times10^{13}$ rad/s. The baths are matched.

The integral (1) was evaluated with the recursion above for 160 random chains at each length. Each chain was sampled at 128 frequencies, one placed at random in each of 128 equal intervals of the range $0<\omega<16\sqrt{mk}/(\sigma\sqrt N)$, beyond which the transmission of the random chains is negligible. For $N=1000$ the conductance $J/\Delta T$ is 20.12 pW/K, so

$$\kappa_{1000}=\frac{(20.12\times10^{-12})(130\times10^{-9})}{0.20\times10^{-18}}\simeq13.1\ \text{W/(m K)}.$$

| $N$ | $L$ (nm) | $\kappa_N$, W/(m K) | Formula (2), W/(m K) |
|---:|---:|---:|---:|
| 250 | 32.5 | 6.41 | 6.54 |
| 1000 | 130 | 13.08 | 13.08 |
| 4000 | 520 | 26.22 | 26.16 |

Because $0\le\mathcal T\le1$, the sampling error of $\kappa_N$ is of order 1%, so the identical entries at $N=1000$ are a coincidence. Each fourfold increase in length approximately doubles the conductivity. Between the last two lengths the exponent is $\ln(26.22/13.08)/\ln4\simeq0.50$. With all masses equal, and the integral taken over the whole band instead of the range above, the exponent between 250 and 1000 sites is 1.00: the conductance is then independent of length. Disorder therefore impedes heat strongly, but does not make its transport diffusive.

## The correct general statement

For this harmonic chain with free ends and $\gamma=\sqrt{mk}$, as $N\to\infty$,

$$\kappa_N\simeq\frac{k_Ba}{A}\,\frac{C}{\pi}\,\frac{\sqrt{mk}}{\sigma}\,\sqrt N, \tag{2}$$

$$C=\pi^{3/2}\int_0^\infty\frac{x\tanh\pi x}{\cosh\pi x\,\sqrt{x^2+1/4}}\,dx\simeq1.084 .$$

Another fixed, nonzero friction changes the prefactor but not the power. The proof below is a leading-order scattering argument: it uses phase randomization, which is justified by a separation of lengths and not by a rigorous bound.

## Proof

**One scatterer.** Put a mass $m+\delta$ at site 0 of a uniform chain. Take $u_l=e^{iql}+re^{-iql}$ for $l\le0$ and $u_l=te^{iql}$ for $l\ge0$, so $1+r=t$. The uniform chain obeys $2k-m\omega^2=2k\cos q$. The equation at site 0 becomes

$$(2k\cos q-\delta\omega^2)t=k\left[te^{iq}+e^{-iq}+(t-1)e^{iq}\right]=2kte^{iq}-2ik\sin q .$$

Since $\cos q-e^{iq}=-i\sin q$, this gives

$$t=\frac1{1-i\beta},\qquad \beta=\frac{\delta\,\omega^2}{2k\sin q},\qquad |r|^2=\frac{\beta^2}{1+\beta^2}.$$

At low frequency $k^2\sin^2q\simeq mk\omega^2$. Averaging over $\delta$ gives the reflection probability per site, which defines a mean free path of $\ell$ sites:

$$\frac1\ell=\frac{\sigma^2\omega^2}{4mk},\qquad s=\frac N\ell=\frac{N\sigma^2\omega^2}{4mk}. \tag{3}$$

**Many scatterers.** Let a segment have transmission $\mathcal T$ and reflection $R=1-\mathcal T$. Add a thin slice with reflection $\rho\ll1$. Summing multiple reflections gives

$$\mathcal T'=\frac{\mathcal T(1-\rho)}{|1-\sqrt{R\rho}\,e^{i\theta}|^2},$$

where $\theta$ is the round-trip phase. Define $z=2/\mathcal T-1$, so that $1/\mathcal T=(z+1)/2$ and $R/\mathcal T=(z-1)/2$. With $z_1$ the same variable for the slice, expanding the denominator gives

$$z'=zz_1-\sqrt{(z^2-1)(z_1^2-1)}\cos\theta .$$

To first order $z_1=1+2\rho$ and $z_1^2-1=4\rho$. If $\theta$ is uniformly distributed,

$$\langle z'-z\rangle=2\rho z,\qquad \langle(z'-z)^2\rangle=2\rho(z^2-1).$$

In (3), $\rho$ is the increment $ds$. A second-order Taylor expansion of any smooth function $f(z)$ therefore gives

$$\frac{d\langle f\rangle}{ds}=\langle2zf'+(z^2-1)f''\rangle=\langle\mathcal Lf\rangle,\qquad \mathcal L=\frac{d}{dz}(z^2-1)\frac{d}{dz}. \tag{4}$$

The phase is effectively uniform because it turns on the scale $1/q\propto1/\omega$, while $z$ changes on the much longer scale $\ell\propto1/\omega^2$. This fails for $\omega\lesssim\sqrt{k/m}/N$. That interval contributes at most order $1/N$ to the integral in (1), since $\mathcal T\le1$, whereas the result will be of order $N^{-1/2}$.

For $f=\ln\mathcal T=\ln[2/(1+z)]$ one has $(z^2-1)f'=-(z-1)$, hence $\mathcal Lf=-1$ and $\langle\ln\mathcal T\rangle=-s$. Transmission thus decays exponentially with length at every fixed nonzero low frequency. This is localization, yet its length scale diverges as $\omega^{-2}$.

**Mean transmission.** Let $h(z,s)$ be the mean of $2/(1+z)$ after a length $s$, starting from $z$. By (4), $\partial_sh=\mathcal Lh$, and an empty segment starts from $z=1$. Write

$$h(z,s)=\int_0^\infty\mathcal G(x,s)\,y^{-1/2}dy,\qquad x=z+y .$$

Primes on $\mathcal G$ denote $\partial_x=\partial_y$ at fixed $z$. Since $z^2-1=x^2-1-2zy-y^2$,

$$\mathcal Lh=\int_0^\infty\left[(x^2-1-2zy-y^2)\mathcal G''+2z\mathcal G'\right]y^{-1/2}dy .$$

Integrating the terms in $-2zy-y^2$ by parts gives $\int(zy^{-1/2}+\tfrac32y^{1/2})\mathcal G'dy$. The total coefficient of $\mathcal G'y^{-1/2}$ is then $3z+\tfrac32y=3x-\tfrac32y$. One more integration by parts turns the last piece into $\tfrac34\mathcal G$:

$$\mathcal Lh=\int_0^\infty\left[(x^2-1)\mathcal G''+3x\mathcal G'+\tfrac34\mathcal G\right]y^{-1/2}dy .$$

Boundary terms vanish because $\mathcal G$ is regular and falls at least as fast as $x^{-3/2}$. Now set $x=\cosh t$ and $\mathcal G=g(t,s)/\sinh t$, with $g$ odd in $t$. Direct differentiation gives $(x^2-1)\mathcal G'+x\mathcal G=g_t$. Its $x$-derivative is

$$(x^2-1)\mathcal G''+3x\mathcal G'+\mathcal G=\frac{g_{tt}}{\sinh t}.$$

It therefore suffices to solve

$$\partial_sg=g_{tt}-\tfrac14g. \tag{5}$$

The initial function is $\mathcal G=(1+x)^{-3/2}$. Indeed, with $y=(1+z)v$,

$$\int_0^\infty\frac{y^{-1/2}dy}{(1+z+y)^{3/2}}=\frac1{1+z}\left[2\sqrt{\frac v{1+v}}\right]_0^\infty=\frac2{1+z}.$$

Half-angle formulas then give $g(t,0)=\sinh(t/2)/[\sqrt2\cosh^2(t/2)]$.

To decompose this into sines, integrate $e^{ixt}/\cosh\pi x$ around the strip $0<\operatorname{Im}x<1$, with $x$ now a spectral variable. The upper edge reproduces the lower one with factor $e^{-t}$, and the pole at $i/2$ contributes $2e^{-t/2}$. Hence

$$\int_0^\infty\frac{\cos xt}{\cosh\pi x}dx=\frac1{2\cosh(t/2)} .$$

Differentiating in $t$, multiplying by $-2\sqrt2$, and letting each sine decay according to (5),

$$g(t,s)=2\sqrt2\int_0^\infty\frac{x\sin xt}{\cosh\pi x}\,e^{-(x^2+1/4)s}dx .$$

At $z=1$, $y=2\sinh^2(t/2)$ and $dy=\sinh t\,dt$, so $h(1,s)=\int_0^\infty g\,dt/[\sqrt2\sinh(t/2)]$. Expanding $1/\sinh(t/2)=2\sum_{n\ge0}e^{-(n+1/2)t}$ gives

$$\int_0^\infty\frac{\sin xt}{\sinh(t/2)}dt=\sum_{n\ge0}\frac{2x}{x^2+(n+\frac12)^2}=\pi\tanh\pi x,$$

the last step being the partial-fraction series of the hyperbolic tangent. Therefore

$$\langle\mathcal T\rangle=F(s)=2\pi\int_0^\infty\frac{x\tanh\pi x}{\cosh\pi x}\,e^{-(x^2+1/4)s}dx. \tag{6}$$

**Frequency integral.** Put $s=u^2$, so $\omega=2\sqrt{mk}\,u/(\sigma\sqrt N)$. The Gaussian integral $\int_0^\infty e^{-(x^2+1/4)u^2}du=\sqrt\pi/(2\sqrt{x^2+1/4})$ gives $\int_0^\infty F(u^2)du=C$, and hence

$$\int_0^\infty\langle\mathcal T\rangle d\omega\simeq\frac{2\sqrt{mk}}{\sigma}\frac C{\sqrt N}.$$

Inserting this in (1) and multiplying by $Na/(A\Delta T)$ yields (2). $\square$

For a mismatched bath, the end reflection amplitude tends to the constant $(\sqrt{mk}-\gamma)/(\sqrt{mk}+\gamma)$. Interference between the two ends makes the transmission oscillate with frequency, with a period of one mode spacing, proportional to $1/N$. Averaged over such a period, the mean transmission is another function of $s$ alone, which preserves the square root. With four times the matched friction, the exponent between 1000 and 4000 sites is 0.475 in one sample of 160 chains and $0.51\pm0.01$ in a larger sample, consistent with $1/2$ within sampling scatter.

## Which waves carry the heat

The condition $s=1$ marks the frequency $\omega_c=2\sqrt{mk}/(\sigma\sqrt N)$. Long-wave modes are spaced by $\pi\sqrt{k/m}/N$, so about $2m\sqrt N/(\pi\sigma)$ lie below $\omega_c$. For $N=1000$ this is 35.8; diagonalizing one random chain gives 36, including uniform translation. The cutoff is not sharp, since $F(1)=0.47$ and $F(4)=0.10$. The number of effective carriers grows as $\sqrt N$, while the conductance falls as $1/\sqrt N$.

## Changing the boundary or adding a substrate

Suppose each end mass is also tied to a wall by a spring $k$. An incident wave of amplitude $U$ forms a standing wave with a node at the wall, so $|u_1|\simeq2Uq$. The bath absorbs $\tfrac12\gamma\omega^2(2Uq)^2$ of the incident power $\tfrac12\sqrt{mk}\,\omega^2U^2$, a fraction $4\gamma q^2/\sqrt{mk}\propto\omega^2$. Low-frequency resonances are therefore narrow and can be treated separately.

A mode with mass-normalized shape $\phi$ exchanges energy with the baths at rates $\Gamma_i=\gamma\phi_i^2$. Its steady energy $E$ satisfies $\Gamma_1(k_BT_1-E)=\Gamma_N(E-k_BT_N)$, so it carries $k_B\Delta T\,\Gamma_1\Gamma_N/(\Gamma_1+\Gamma_N)$. For extended modes $\Gamma_i\propto\omega^2/N$, and their density is proportional to $N$. Hence $J\propto\int_0^{\omega_c}\omega^2d\omega\propto N^{-3/2}$ and $\kappa_N\propto N^{-1/2}$. Summing this narrow-resonance expression over the low modes of 40 random chains at each of $N=500$ and 2000 gives an exponent of $-0.47$. This tests the scaling of the mode sum only. With matched friction the full current (1) approaches the power $-1/2$ slowly: its exponent is about $-0.14$ between 125 and 500 sites and $-0.37\pm0.05$ between 500 and 2000. The same bulk disorder thus gives growth or decay according to the ends.

An on-site spring $k_s$ on every mass has a different effect. Now $m\omega^2=k_s+2k(1-\cos q)$, and the scattering result at long wavelength becomes

$$\frac1\ell=\frac{\sigma^2\omega^4}{4k(m\omega^2-k_s)} .$$

Setting its derivative with respect to $\omega^2$ to zero gives $\omega^2=2k_s/m$ and $\ell_{\max}=m^2k/(\sigma^2k_s)$. There $q\simeq\sqrt{k_s/k}$, so the long-wavelength formula applies if $k_s\ll k$. The mean free path no longer diverges. Once $N\gg\ell_{\max}$, the factor $e^{-s/4}$ in (6) makes the conductivity decay exponentially, apart from powers of $N$.

## Meaning for a low-k polymer

Here "low-k" means low permittivity and does not refer to the spring constant. The example has the chemical units of a fluorinated organic dielectric, but the composition does not fix the permittivity: poly(vinylidene fluoride) and the ethylene–tetrafluoroethylene copolymer both have equal numbers of CH$_2$ and CF$_2$ units, with relative permittivities of roughly 10 and 2.6. The model describes only the longitudinal waves of one extended chain; transverse and torsional waves are left out. It also assumes independent masses, whereas real chains grow from two-carbon monomers, and such correlations matter. Random C$_2$H$_4$ and C$_2$F$_4$ pairs keep the square root but change the prefactor (about 11.7 W/(m K) at $N=1000$). Randomly oriented CH$_2$CF$_2$ units all have the same total mass, so the reflections from the two sites nearly cancel at long wavelength. Then $1/\ell\propto\omega^4$, $\omega_c\propto N^{-1/4}$ and $\kappa_N\propto N^{3/4}$ (about 30 W/(m K) at $N=1000$, exponent 0.74 up to 4000 sites). The power $1/2$ in (2) therefore belongs to uncorrelated or equivalent short-range mass disorder, not to every random sequence. Polymer dielectric films conduct roughly a few tenths of W/(m K), far below the 13 W/(m K) of the 130 nm model chain. Real chains coil, bend and exchange heat with neighbours. If neighbours held still supplied a rough $k_s=1$ N/m per unit, $\ell_{\max}$ would be 948 sites, or 123 nm. At fixed $N=1000$ and fixed friction, the computed conductance falls to 0.41 of its unpinned value. Most of this drop arises because waves below $\omega\simeq\sqrt{k_s/m}$ no longer propagate: removing that interval from the unpinned integral alone gives 0.56. The remaining difference from real films is not apportioned here. Neighbours that move are not fixed anchors, so this is a measure of sensitivity, not a film prediction.

Quantum statistics matter little for this length at 300 K. For $\Delta T\ll T$, replacing $k_B$ in (1), inside the integral, by $k_B(X/2)^2/\sinh^2(X/2)$, with $X=\hbar\omega/k_BT$, lowers the conductance by 0.4%, because the carriers have low frequencies.

Anharmonicity is less negligible. The classical thermal bond stretch is $\sqrt{k_BT/k}=0.0037$ nm. For a Morse bond with rough range parameter $\alpha=20$ nm$^{-1}$, the ratio of third to second derivative at the minimum is $-3\alpha$. The relative stiffness change is then about $3\times20\times0.0037\simeq0.22$, compared with a mass spread of 0.56. This is a low estimate, because many bond-stretching modes have $\hbar\omega>k_BT$ and their zero-point motion adds to the stretch. The effect of anharmonicity on the conductivity is not calculated, and (2) should not be extrapolated to lengths where anharmonic scattering matters. Nor does (2) imply that a three-dimensional disordered film violates Fourier's law. It shows that disorder alone is not a sufficient condition for that law.
